# Local convergence of the downfolded energy iteration

## Problem

A finite Hermitian matrix $H$ is written in an orthonormal basis. One basis state, the reference orbital $|0\rangle$, is singled out, and the rest is grouped into a block:

$$
H=\begin{pmatrix} a & b^\dagger\\ b & D\end{pmatrix}.
$$

Here $a$ is the energy of the reference orbital, the column $b\neq 0$ holds its couplings, and $D=D^\dagger$ is the matrix of the other orbitals. Löwdin partitioning replaces the eigenvalue problem by one scalar equation, $E=f(E)$, with

$$
f(E)=a+b^\dagger (E-D)^{-1}b .
$$

The simplest way to solve it is to guess $E_0$ and iterate $E_{n+1}=f(E_n)$. The iteration is said to converge locally to an eigenvalue $E_*$ if every start in some neighbourhood of $E_*$ leads to $E_n\to E_*$.

(a) Which property of the eigenvector decides whether the iteration converges locally? Settle the borderline case too.

(b) Apply the answer to a model with $a=0$, three other orbitals at 1.0, 1.2 and 1.4 eV, couplings $b=(-0.3,-0.2,-0.1)$ eV, and a matrix element $-t$ between each pair of the other orbitals. Compare $t=0.2$ eV with $t=0.8$ eV, everything else held fixed. Is the ground state found?

(c) How can an eigenvalue that the iteration misses be recovered?

The parameters in (b) are round numbers and describe no particular material.

## First estimate by scaling

Let $V$ be the size of the total coupling and $\Delta$ the distance in energy from the wanted state to the levels of $D$. The second term of $f$ is then of size $V^2/\Delta$. Shifting $E$ by a small $\delta$ changes it by about $(V^2/\Delta^2)\,\delta$, so an error is multiplied in each step by a factor of size

$$
\frac{V^2}{\Delta^2}.
$$

The iteration should converge for $V<\Delta$. Perturbation theory mixes the other orbitals into the reference with an amplitude of about $V/\Delta$, so the same ratio measures the weight outside the reference relative to the weight on it. The limit of convergence should therefore lie where the two weights are comparable.

For numbers, $V^2=0.09+0.04+0.01=0.14\ \mathrm{eV}^2$. Before the problem is solved, the available distance is that from the reference energy to the nearest eigenvalue of $D$. This eigenvalue is 0.757 eV at $t=0.2$ eV and $-0.411$ eV at $t=0.8$ eV. The error factors are then

$$
\frac{0.14}{0.757^2}\approx 0.24,\qquad \frac{0.14}{0.411^2}\approx 0.83 .
$$

Both are below one, so the estimate promises convergence in both cases.

## Exact solution

**Removing invisible levels.** Diagonalize $D$, with eigenvalues $d_k$, and let $\beta_k$ be the components of $b$ in its eigenbasis. Within a degenerate level of $D$, choose the basis so that at most one vector couples to $|0\rangle$. Vectors with $\beta_k=0$ are eigenvectors of $H$ with no weight on $|0\rangle$. They do not enter $f$ and are dropped. What remains has distinct $d_k$ and all $\beta_k\ne0$, and

$$
f(E)=a+\sum_k\frac{|\beta_k|^2}{E-d_k}.
$$

Now no eigenvalue of $H$ coincides with any $d_k$. Suppose $E_*=d_k$, with an eigenvector of components $c_0$ and $c_j$. Row $k$ of the eigenvalue equation reads $\beta_kc_0+d_kc_k=d_kc_k$, so $c_0=0$. The other rows of the block then give $(d_k-d_j)c_j=0$, so $c_j=0$ for $j\neq k$. The top row leaves $\beta_k^*c_k=0$, so the whole vector vanishes, which is a contradiction.

**Fixed points.** For an eigenvector with upper component $c_0$ and lower part $c_Q$, the two block rows are

$$
a c_0+b^\dagger c_Q=E_*c_0,\qquad b c_0+D c_Q=E_*c_Q .
$$

Since $E_*-D$ is invertible, the second row gives

$$
c_Q=(E_*-D)^{-1}b\,c_0 .
$$

Thus $c_0\neq0$, because otherwise the whole vector would vanish. Inserting $c_Q$ into the first row and dividing by $c_0$ gives $f(E_*)=E_*$. Conversely, any real solution of $f(E_*)=E_*$ yields the eigenvector $(1,(E_*-D)^{-1}b)$. The eigenvalue is nondegenerate, since two independent eigenvectors could be combined into one with $c_0=0$.

**The slope is a ratio of weights.** Differentiating $(E-D)(E-D)^{-1}=1$ gives $\frac{d}{dE}(E-D)^{-1}=-(E-D)^{-2}$. Therefore

$$
f'(E_*)=-b^\dagger(E_*-D)^{-2}b .
$$

Because $E_*-D$ is Hermitian, the expression for $c_Q$ gives $c_Q^\dagger c_Q=|c_0|^2\,b^\dagger(E_*-D)^{-2}b$. Normalize the eigenvector and call $w=|c_0|^2$ its weight on the reference, so that $c_Q^\dagger c_Q=1-w$. Then

$$
f'(E_*)=-\frac{1-w}{w}.
$$

The minus sign means that small errors alternate in sign.

**Weight above one half.** If $w>1/2$, then $|f'(E_*)|<1$. Choose $q$ with $(1-w)/w<q<1$. By continuity there is an interval centred on $E_*$ in which $|f'|\le q$. With $\delta_n=E_n-E_*$, the mean value theorem gives $|\delta_{n+1}|\le q|\delta_n|$. The sequence stays in the interval and converges.

**Weight below one half.** If $w<1/2$, choose $r$ with $1<r<(1-w)/w$ and an interval around $E_*$ in which $|f'|\ge r$. Inside it $|\delta_{n+1}|\ge r|\delta_n|$. A sequence converging to $E_*$ would have to remain in the interval from some step on, but there any nonzero error grows geometrically until the sequence leaves. The one escape is to land on $E_*$ exactly. Starts that do so after $n$ steps solve a nonconstant rational equation, which has finitely many roots, so over all $n$ they form a countable set. Every neighbourhood of $E_*$ therefore contains starts that fail.

**Weight equal to one half.** Now $f'(E_*)=-1$ and the linear term does not decide. Put $E=E_*+x$ and $u_k=1/(E_*-d_k)$. The geometric series gives

$$
\frac{|\beta_k|^2}{E_*-d_k+x}=\frac{|\beta_k|^2u_k}{1+u_kx}=|\beta_k|^2u_k\left(1-u_kx+u_k^2x^2-u_k^3x^3+\dots\right).
$$

Define $p_k=|\beta_k|^2u_k^2$. These numbers are positive and $\sum_kp_k=-f'(E_*)=1$, so they act as probabilities. With the averages $m_1=\sum_kp_ku_k$ and $m_2=\sum_kp_ku_k^2$, one step turns the error $x$ into

$$
g(x)=-x+m_1x^2-m_2x^3+O(x^4).
$$

For the second step we need $g^2=x^2-2m_1x^3+O(x^4)$ and $g^3=-x^3+O(x^4)$:

$$
\begin{aligned}
g(g(x))&=-g+m_1g^2-m_2g^3+O(x^4)\\
&=(x-m_1x^2+m_2x^3)+(m_1x^2-2m_1^2x^3)+m_2x^3+O(x^4)\\
&=x+2(m_2-m_1^2)x^3+O(x^4).
\end{aligned}
$$

The bracket is the variance of $u_k$, which cannot be negative. If two or more levels remain, the $u_k$ differ and the variance is positive. Every sufficiently small nonzero error is then larger after two steps, so no sequence converges to $E_*$ except by exact landing.

If a single level $d$ remains, with coupling $\beta$, the variance is zero. The condition $p=1$ gives $|\beta|^2=(E_*-d)^2$, and the fixed-point equation gives $a=E_*-|\beta|^2/(E_*-d)=d$. Hence $f(E)=d+|\beta|^2/(E-d)$ and

$$
f(f(E))=d+\frac{|\beta|^2}{|\beta|^2/(E-d)}=E .
$$

The iteration returns to its start after two steps and does not converge.

This answers (a): **the iteration converges locally if and only if the target eigenvector has more than half its weight on the reference orbital.** The borderline belongs to the failures. The eigenvector meant here is that of the reduced problem, after the uncoupled levels have been dropped. A dropped level that happens to have the same energy does not affect the iteration.

**At most one attracting eigenvalue.** The weights of the normalized state $|0\rangle$ on a complete orthonormal set of eigenvectors add up to one. At most one of them can exceed one half, so the iteration has at most one attracting eigenvalue, and it may have none.

**When the ground state is safe.** Suppose $a$ lies below every eigenvalue of $D$, including any that were dropped. The ground-state energy $E_g$ cannot exceed $a$, by the variational principle, so $E_g<d_k$ for all $k$. The fixed-point equation reads $a-E_g=\sum_k|\beta_k|^2/(d_k-E_g)$, whose right side is positive, so $E_g<a$. Since $d_k-E_g>a-E_g>0$,

$$
\frac{1-w}{w}=\sum_k\frac{|\beta_k|^2}{(d_k-E_g)^2}<\frac{1}{a-E_g}\sum_k\frac{|\beta_k|^2}{d_k-E_g}=1 .
$$

The ground state then has $w>1/2$, however strong the coupling. The condition concerns the eigenvalues of $D$. It is not enough that $a$ is the lowest diagonal element.

## The model

At $t=0.2$ eV the eigenvalues of $D$ all lie above the reference. The ground state is at $-0.1526$ eV with $w=0.857$, so the slope is $-0.143/0.857=-0.167$. Starting from $E_0=0$, the iteration gives $-0.1832$, $-0.1476$, $-0.1534$ eV and so on. After five steps the error is $-2.3\times10^{-5}$ eV, and the last ratio of successive errors is $-0.167$, as predicted.

At $t=0.8$ eV the reference still has the lowest diagonal energy. The symmetric combination of the other three orbitals, however, has the mean energy $1.2-2t=-0.4$ eV, so the lowest eigenvalue of $D$ must lie at or below this value. It is $-0.411$ eV. The ground state, at $-0.6172$ eV, now has $w=0.252$ and slope $-0.748/0.252=-2.97$. A start only 0.001 eV above it produces the errors

$$
0.00100,\ -0.00298,\ 0.00874,\ -0.02711,\ \dots\ \text{eV},
$$

each about three times the previous one in size. The sequence finally settles at 0.1991 eV. This is the second eigenvalue, whose eigenvector has $w=0.745$ and slope $-0.343$. The result satisfies $E=f(E)$, so self-consistency alone does not reveal that it is not the ground state.

The ground-state weight equals one half at $t=0.595$ eV. There the lowest eigenvalue of $D$ is $-0.005$ eV, just below the reference. With a single coupled level, $w=1/2$ would require $d=a$; the small offset comes from the two upper levels.

**A borderline case.** Take $a=3/2$ eV and two levels at 1 and 2 eV, coupled to the reference but not to each other, with squared couplings $1/2$ and $2\ \mathrm{eV}^2$. In eV,

$$
f(E)=\frac32+\frac{1/2}{E-1}+\frac{2}{E-2},\qquad f(0)=\frac32-\frac12-1=0 .
$$

At $E_*=0$ we have $u=(-1,-1/2)$ and $p=(1/2,1/2)$. Thus $w=1/2$, $m_1=-3/4$, $m_2=5/8$, and the variance is $5/8-9/16=1/16$. Two steps turn $x$ into $x+x^3/8$ at leading order. For small $x$ the number $m$ of double steps can be treated as continuous, so $dx/dm=x^3/8$, which integrates to $x^{-2}=x_0^{-2}-m/4$. From $x_0=0.01$ eV, 20 000 double steps should give $(10\,000-5000)^{-1/2}=0.01414$ eV. Direct iteration gives 0.01417 eV. The weights of the three eigenvectors are 0.500, 0.068 and 0.432, so none of the eigenvalues attracts the iteration.

## Recovering the lost eigenvalue

**Damping.** Replace the step by $E\to E+\alpha\,(f(E)-E)$. Since $f'(E_*)-1=-1/w$, the new slope is

$$
1-\frac{\alpha}{w},
$$

whose magnitude is below one for $0<\alpha<2w$. Every eigenvalue of the reduced problem can thus be made attracting. For the ground state at $t=0.8$ eV the limit is $2w=0.504$. With $\alpha=0.3$ the slope is $-0.19$ and the ground state is found from a nearby start. With $\alpha=0.6$ the slope is $-1.38$ and it is missed.

**Newton's method.** Applied to $f(E)-E=0$, it gives

$$
E_{\rm new}=E+\frac{f(E)-E}{1-f'(E)} .
$$

This is a Rayleigh quotient. Let $s=(E-D)^{-1}b$ and $v=(1,s)$. The upper component of $Hv$ is $a+b^\dagger s=f(E)$. The lower part is $b+Ds=Es$, because $(E-D)s=b$. With $s^\dagger s=-f'(E)$,

$$
\frac{v^\dagger Hv}{v^\dagger v}=\frac{f(E)-E f'(E)}{1-f'(E)}=E+\frac{f(E)-E}{1-f'(E)} .
$$

The derivative of $f(E)-E$ at the root is $-1/w\neq0$, so Newton's method converges locally for every $w>0$, and at least quadratically. From $-0.7$ eV the errors relative to the ground state at $t=0.8$ eV are $2.0\times10^{-2}$, $1.5\times10^{-3}$, $8.4\times10^{-6}$ and $2.6\times10^{-10}$ eV. They are positive, as the variational principle requires of a Rayleigh quotient.

## Comparison of estimate and solution

The estimate gave the right form, since the exact error factor $\sum_k|\beta_k|^2/(E_*-d_k)^2$ is a sum of terms $V^2/\Delta^2$. It also placed the limit at comparable weights. Its numbers for the ground state compare as follows.

| $t$ (eV) | $\Delta$ from $a$ | $\Delta$ from $E_*$ | exact |
|---|---|---|---|
| 0.2 | 0.24 | 0.169 | 0.167 |
| 0.8 | 0.83 | 3.3 | 2.97 |

The second column measures $\Delta$ from the reference energy, and at $t=0.8$ eV it gives the wrong verdict. It tacitly assumes that the target lies near $a$. The ground state there lies instead 0.206 eV below the lowest level of $D$, and is made mostly of the other orbitals.

The third column measures $\Delta$ from the true eigenvalue to the nearest level of $D$, for example $0.14/0.206^2\approx3.3$. It exceeds the exact value because it places the whole coupling at the nearest level, whereas part of it belongs to levels farther away.

## Range of validity

The result holds for any finite Hermitian matrix in an orthonormal basis with $b$ and $D$ independent of energy. If $D$ itself depends on $E$, then $f'$ acquires a further term and is no longer fixed by the weight counted among the retained orbitals alone. When $D(E)$ comes from an earlier partitioning that removed orbitals not coupled to the reference, $f$ is the same function as for the full matrix, and the slope is still $-(1-w)/w$ with $w$ the weight in the full eigenvector. In a band calculation the condition applies at each wave vector separately, so the iteration can follow a band where its reference weight exceeds one half and lose it where the weight drops below. The numerical output below lists the values used here.

## Numbers as computed

```
Four-orbital model, energies in eV
diagonal: [0.  1.  1.2 1.4]
couplings to reference: [-0.3 -0.2 -0.1]
t = 0.2 eV
  eigenvalues of D (eV): [0.75714 1.30784 1.53503]
  eigenvalues of H (eV): [-0.15257  0.90768  1.30815  1.53674]
  weights on reference: [8.5696e-01 1.4149e-01 2.9000e-04 1.2600e-03]
  slopes -(1-w)/w: [-1.6690000e-01 -6.0678000e+00 -3.3891647e+03 -7.9185050e+02]
t = 0.8 eV
  eigenvalues of D (eV): [-0.41109  1.89021  2.12088]
  eigenvalues of H (eV): [-0.61724  0.1991   1.89365  2.12449]
  weights on reference: [0.25186 0.74455 0.00184 0.00176]
  slopes -(1-w)/w: [-2.970500e+00 -3.431000e-01 -5.428654e+02 -5.675616e+02]
t = 0.2 eV, start at 0: step, E (eV), error (eV)
  0  0.0000000  +1.53e-01
  1  -0.1831579  -3.06e-02
  2  -0.1476336  +4.94e-03
  3  -0.1534021  -8.29e-04
  4  -0.1524349  +1.38e-04
  5  -0.1525962  -2.31e-05
  last error ratio: -0.1669
t = 0.8 eV, start 0.001 eV above ground: step, E, error (eV)
  0  -0.61624  +0.00100
  1  -0.62023  -0.00298
  2  -0.60850  +0.00874
  3  -0.64435  -0.02711
  4  -0.54606  +0.07118
  5  -0.94013  -0.32289
  6  -0.24316  +0.37408
  7  0.74516  +1.36240
  8  0.09811  +0.71535
  final E = 0.19910 eV, eigenvalue number 2
  damping limit 2w = 0.5037
  alpha = 0.3: slope -0.1912, ground found: True
  alpha = 0.6: slope -1.3823, ground found: False
  Newton from -0.7 eV: step, E (eV), error (eV)
  1  -0.59725948  +2.0e-02
  2  -0.61572203  +1.5e-03
  3  -0.61723228  +8.4e-06
  4  -0.61724067  +2.6e-10
ground weight is 1/2 at t = 0.59486 eV
  lowest eigenvalue of D there: -0.00460 eV
Borderline model: eigenvalues (eV): [0.      1.21922 3.28078]
  weights on reference: [0.5    0.0681 0.4319]
  two-step series coefficients 0..3: 0 1 0 1/8
  error 0.01 eV after 40000 steps: 0.014174 eV
  cubic law predicts: 0.014142 eV
Random tests: 32 attracting, 192 repelling
```
